# Relativistic correction to the ground-state polarizability of a one-electron ion, part 1

(Sections cited here and not found follow in the second part.)

## Problem

One electron obeys the Dirac equation in the field of a point nucleus of charge $Z$ and infinite mass. Radiative corrections are left out. A weak static field $F$ along $z$ adds $+Fz$ to the Hamiltonian (atomic units, electron charge $-1$) and shifts the $1S_{1/2}$ level by $-\tfrac12\alpha_d F^2$.

(a) With $\lambda=Z\alpha$, find the first two terms of $Z^4\alpha_d$ in powers of $\lambda^2$, and bound what is left.

(b) Check the result by a sum over the eigenstates of the Dirac operator in a finite basis, for $Z=1$, 10, 20, 50, 80, and in detail for Sn$^{49+}$.

## Reduction to two radial problems

**Scaling.** In atomic units $H=\alpha^{-1}\boldsymbol\alpha\cdot\mathbf p+(\beta-1)\alpha^{-2}-Z/r$. Measuring lengths in $a_0/Z$ and energies in $Z^2$ hartree gives $H=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V$ with $c=1/\lambda$ and $V=-1/r$. Second-order perturbation theory gives $\alpha_d=2\sum_n|\langle n|z|0\rangle|^2/(E_n-E_0)$, a length squared over an energy, so the value in scaled units is $Z^4\alpha_d$ in $a_0^3$. The sum runs over all eigenstates of $H$, of positive and of negative energy, because only these together are complete. The ground level has $m=\pm\tfrac12$. The operator $z$ is odd, so there is no first-order shift, and it commutes with $J_z$, so the two states do not mix. A rotation by $\pi$ about the $x$ axis exchanges them and reverses $F$, which leaves $F^2$ unchanged, so their shifts are equal. We take $m=\tfrac12$.

**Radial operator.** Write $\psi=r^{-1}(P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})$, with $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. From $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$ one has $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$ in both cases. The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with $\mathbf J$, is odd and squares to one, so it maps $\Omega_\kappa$ onto $\Omega_{-\kappa}$ up to a phase, fixed here as $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. The Pauli identity gives $\boldsymbol\sigma\cdot\mathbf p=\sigma_r\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, hence

$$\boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\Omega_\kappa=\frac{i}{r}\Big(P'+\frac{\kappa P}{r}\Big)\Omega_{-\kappa}.$$

The same rule with $\kappa\to-\kappa$, applied to $iQ\,\Omega_{-\kappa}/r$, gives $r^{-1}(-Q'+\kappa Q/r)\Omega_\kappa$. With $D_\kappa=d/dr+\kappa/r$,

$$H_\kappa\begin{pmatrix}P\\Q\end{pmatrix}=\begin{pmatrix}VP+c(-Q'+\kappa Q/r)\\ cD_\kappa P+(V-2c^2)Q\end{pmatrix},$$

and the scalar product is $\int_0^\infty(P_1P_2+Q_1Q_2)\,dr$.

**Nodeless states.** For $\kappa=-n$ try $(P,Q)=r^{g}e^{-\eta r}(1,-\tau)$. The upper row gives $c\tau(g+n)=1$ from the $1/r$ terms and $E=-c\tau\eta$ from the constants. The lower row gives $c(n-g)=\tau$ and $c\eta=\tau(2c^2+E)$. Eliminating $\tau$ between the two $1/r$ conditions gives $n^2-g^2=\lambda^2$, and their ratio gives $\tau^2=(n-g)/(n+g)$, so $1+\tau^2=2n/(n+g)$. Eliminating $E$ gives $\eta=2c\tau/(1+\tau^2)=1/n$, and then $E=-1/[n(n+g)]=c^2(g/n-1)$. For $n=1$ this is the ground state,

$$(P_0,Q_0)=N\varphi\,(1,-t),\quad \varphi=r^\gamma e^{-r},\quad\gamma=\sqrt{1-\lambda^2},\quad t=\frac{\lambda}{1+\gamma},\quad E_0=-\frac1{1+\gamma}.$$

For $n=2$ it is $2p_{3/2}$, with $\gamma_2=\sqrt{4-\lambda^2}$ and $E=c^2(\gamma_2/2-1)$. The identities used throughout are

$$\lambda=t(1+\gamma),\quad\lambda t=1-\gamma,\quad 1+t^2=\frac{2}{1+\gamma},\quad 1-t^2=\frac{2\gamma}{1+\gamma},\quad E_0+2c^2=c^2(1+\gamma).$$

Normalization gives $N^2\int\varphi^2dr=(1+\gamma)/2$. The moments $M_n=\int\varphi^2r^n dr/\int\varphi^2dr=\Gamma(2\gamma+1+n)/[2^n\Gamma(2\gamma+1)]$ are $M_1=(2\gamma+1)/2$, $M_2=(\gamma+1)M_1$, $M_3=(2\gamma+3)M_2/2$, $M_{-1}=1/\gamma$ and $M_{-2}=2/[\gamma(2\gamma-1)]$.

**Angles.** For $m=\tfrac12$, in units of $1/\sqrt{4\pi}$, $\Omega_{-1}=(1,0)$ and $\Omega_{+1}=-\sigma_r\Omega_{-1}=-(\cos\theta,\ \sin\theta\,e^{i\phi})$. The normalized $l=1$ spinor orthogonal to $\Omega_{+1}$ has $j=\tfrac32$ and is $\Omega_{-2}=(\sqrt2\cos\theta,\ -\sin\theta\,e^{i\phi}/\sqrt2)$. Component by component,

$$\cos\theta\,\Omega_{-1}=-\tfrac13\Omega_{+1}+\tfrac{\sqrt2}{3}\Omega_{-2}.$$

Applying $-\sigma_r$, which commutes with $\cos\theta$, gives $\cos\theta\,\Omega_{+1}=-\tfrac13\Omega_{-1}+\tfrac{\sqrt2}3\Omega_{+2}$. The large and the small component therefore carry the same coefficient into each channel. With squares $1/9$ and $2/9$,

$$Z^4\alpha_d=\tfrac29\,(\Delta_{+1}+2\Delta_{-2}),\qquad \Delta_\kappa=\langle S|G_\kappa|S\rangle,\qquad G_\kappa=(H_\kappa-E_0)^{-1},\qquad S=r(P_0,Q_0).$$

That $E_0$ lies outside the spectrum of both channels is proved below, where the gap is needed. By the Dalgarno–Lewis method, $\Delta_\kappa=\langle S|X\rangle$, where $X$ solves $(H_\kappa-E_0)X=S$.

**Polynomial trial function.** Put $\chi=N\varphi\,(f,h)$ with $f=\sum_{k=0}^2a_kr^k$ and $h=\sum_{k=0}^2b_kr^k$. Divide $(H_\kappa-E_0)\chi=S$ by $cN\varphi$, and use $\varphi'/\varphi=\gamma/r-1$, $-\lambda E_0=t$ and $\lambda(E_0+2c^2)=1/t$:

$$\Big(t-\frac\lambda r\Big)f-h'+h+\frac{\kappa-\gamma}{r}h=\lambda r,\qquad f'-f+\frac{\gamma+\kappa}{r}f-\Big(\frac1t+\frac\lambda r\Big)h=-\lambda t\,r .$$

The coefficients of $r^j$, for $j=-1,\dots,2$, are

$$U_j:\quad ta_j+b_j-\lambda a_{j+1}-(j+1+\gamma-\kappa)b_{j+1}=\lambda\delta_{j1},$$
$$L_j:\quad -a_j-b_j/t+(j+1+\gamma+\kappa)a_{j+1}-\lambda b_{j+1}=-\lambda t\,\delta_{j1}.$$

In $U_j+tL_j$ the terms $a_j,b_j$ cancel. The coefficient of $a_{j+1}$ is $t(j+1+\gamma+\kappa)-t(1+\gamma)=t(j+\kappa)$, that of $-b_{j+1}$ is $j+1+\gamma-\kappa+(1-\gamma)=j+2-\kappa$, and the right side is $\lambda(1-t^2)\delta_{j1}=2\gamma t\,\delta_{j1}$:

$$C_j:\quad t(j+\kappa)a_{j+1}-(j+2-\kappa)b_{j+1}=2\gamma t\,\delta_{j1}.$$

The pair $U_j,C_j$ is equivalent to $U_j,L_j$, and it is solved from the top down. $U_2$ gives $b_2=-ta_2$, and $C_2$ is empty. $C_1$ becomes $t(1+\kappa)a_2+t(3-\kappa)a_2=2\gamma t$, so $a_2=\gamma/2$. $U_1$ gives

$$ta_1+b_1=t\Big[(1+\gamma)\Big(1+\frac\gamma2\Big)-\frac{\gamma}{2}(2+\gamma-\kappa)\Big]=t\Big[1+\frac{\gamma(1+\kappa)}2\Big]=2tu,\qquad u=\frac{2+\gamma(1+\kappa)}4 .$$

$C_0$ requires $t\kappa a_1=(2-\kappa)b_1$, which with the last line gives $a_1=(2-\kappa)u$ and $b_1=t\kappa u$. $U_0$ gives

$$ta_0+b_0=\sigma,\qquad \sigma=tu\,[(1+\gamma)(2-\kappa)+\kappa(1+\gamma-\kappa)]=tu\,(2+2\gamma-\kappa^2).$$

One parameter is still free and two equations remain, $U_{-1}$: $\lambda a_0+(\gamma-\kappa)b_0=0$ and $L_{-1}$: $(\gamma+\kappa)a_0-\lambda b_0=0$. Impose $L_{-1}$. Then $b_0=(\gamma+\kappa)a_0/\lambda$, and $\lambda\sigma=(\lambda t+\gamma+\kappa)a_0=(1+\kappa)a_0$, so

$$a_0=\frac{\lambda\sigma}{1+\kappa},\qquad b_0=\frac{(\gamma+\kappa)\sigma}{1+\kappa}.$$

What $U_{-1}$ leaves is the residual $R=S-(H_\kappa-E_0)\chi=N\varphi\,(\rho/r,\,0)$, with

$$\rho=c\,[\lambda a_0+(\gamma-\kappa)b_0]=\frac{c\sigma(\lambda^2+\gamma^2-\kappa^2)}{1+\kappa}=\frac{(1-\kappa)\sigma}{\lambda}.$$

In either channel $\langle S|\chi\rangle=\tfrac{1+\gamma}2\sum_k(a_k-tb_k)M_{k+1}$, and $a_2-tb_2=\tfrac\gamma2(1+t^2)=\gamma/(1+\gamma)$.

**The channel $\kappa=+1$.** Here $\rho=0$ and $\chi$ is the exact solution. With $u=(1+\gamma)/2$ one finds $a_0-tb_0=\tfrac\sigma2[\lambda-t(1+\gamma)]=0$ and $a_1-tb_1=u(1-t^2)=\gamma$. Therefore

$$\Delta_{+1}=\gamma M_2\Big[\frac{1+\gamma}2+\frac{2\gamma+3}4\Big]=\frac{\gamma(\gamma+1)(2\gamma+1)(4\gamma+5)}8 .$$

At $\gamma=1$ this is $27/4$. The logarithmic derivative there is $1+\tfrac12+\tfrac23+\tfrac49=\tfrac{47}{18}$, and $\gamma=1-\lambda^2/2+O(\lambda^4)$, so $\Delta_{+1}=\tfrac{27}4[1-\tfrac{47}{36}\lambda^2+O(\lambda^4)]$.

**The channel $\kappa=-2$.** Now $u=(2-\gamma)/4$, and

$$\sigma=-\tfrac t2(1-\gamma)(2-\gamma),\quad a_0=\tfrac12(1-\gamma)^2(2-\gamma),\quad b_0=(2-\gamma)\sigma,\quad a_1=2-\gamma,\quad b_1=-\tfrac t2(2-\gamma),$$
$$\rho=\frac{3\sigma}\lambda=-\frac{3(1-\gamma)(2-\gamma)}{2(1+\gamma)}=-\tfrac38\lambda^2+O(\lambda^4).$$

The residual does not vanish. The homogeneous solution regular at the origin starts as $r^{\gamma_2}$ in this channel, and no polynomial times $r^\gamma$ contains that power.

## A tempting solution

The trial function satisfies every equation but one, and the mismatch $\rho/r$ is of order $\lambda^2$. The error of $\chi$ is then of order $\lambda^2$ as well. The second-order energy is stationary with respect to the first-order wavefunction, so an error of order $\lambda^2$ in $\chi$ costs only order $\lambda^4$ in $\Delta_{-2}$. The leftover term, moreover, is large only near the nucleus, where $S\propto r^{\gamma+1}$ is small. So set $\Delta_{-2}\approx\langle S|\chi\rangle$.

The three pieces are $a_0-tb_0=-\sigma[t(1+\gamma)+t(2-\gamma)]=-3t\sigma=3(1-\gamma)^2(2-\gamma)/[2(1+\gamma)]$, then $a_1-tb_1=(2-\gamma)(1+t^2/2)=(2-\gamma)(3+\gamma)/[2(1+\gamma)]$, and $\gamma/(1+\gamma)$. Multiplying by $(1+\gamma)/2$ and adding $(6-\gamma-\gamma^2)/4$ and $(2\gamma^2+3\gamma)/4$,

$$\langle S|\chi\rangle=\frac{6+2\gamma+\gamma^2}{4}M_2+\frac34(1-\gamma)^2(2-\gamma)M_1 .$$

At $\gamma=1$, $M_2=3$ and the value is $27/4$, so $Z^4\alpha_d\to\tfrac29\cdot3\cdot\tfrac{27}4=\tfrac92$, the nonrelativistic value. The last term is of order $\lambda^4$. The logarithmic derivative of the first is $\tfrac23+\tfrac12+\tfrac49=\tfrac{29}{18}$, giving $\tfrac{27}4[1-\tfrac{29}{36}\lambda^2]$. The weighted mean of the two channels is $\tfrac13(\tfrac{47}{36}+\tfrac{58}{36})=\tfrac{35}{36}$, and the proposed answer is $Z^4\alpha_d=\tfrac92[1-\tfrac{35}{36}\lambda^2]$.

The basis sum described below gives a $\kappa=-2$ coefficient of 0.9027778, not $29/36=0.8055556$.

## Where the fault lies

The algebra for $\langle S|\chi\rangle$ is correct. The fault is the appeal to stationarity, which is a property of a particular functional and not of every expression that equals $\Delta$ at the exact solution. With $X=GS$ and $\chi=X-\delta$, where $\delta=GR$, the overlap $\langle S|\chi\rangle=\Delta-\langle S|\delta\rangle$ is linear in the error. The stationary expression is the Hylleraas functional,

$$J[\chi]=2\langle S|\chi\rangle-\langle\chi|H-E_0|\chi\rangle=\Delta-\langle\delta|H-E_0|\delta\rangle,$$

where the second form follows on inserting $\chi=X-\delta$ and $(H-E_0)X=S$. Since $(H-E_0)\chi=S-R$, it equals $J=\langle S|\chi\rangle+\langle R|\chi\rangle$. The tempting solution dropped $\langle R|\chi\rangle$, which is first order in $\rho$ and so of order $\lambda^2$. The remark about the nucleus does not rescue it: in $\langle R|\chi\rangle$ the factor $1/r$ multiplies $a_1r+a_2r^2$, so the integrand is $\varphi^2(a_1+a_2r)$ up to a term of order $\lambda^4$, and its weight lies at $r$ of order one.

A symptom was visible without any numerics. The free parameter could equally have been fixed by $U_{-1}$. With $b_0=\sigma-ta_0$ this gives $a_0[\lambda-t(\gamma+2)]=-(\gamma+2)\sigma$, where the bracket is $-t$, so $a_0=(\gamma+2)\sigma/t\approx-\tfrac34\lambda^2$. Because $a_0-tb_0=a_0(1+t^2)-t\sigma$, the overlap $\langle S|\chi\rangle$ changes by $a_0M_1\approx-\tfrac98\lambda^2$. The overlap is linear in the free parameter, so the two choices cannot both give $\Delta_{-2}$ at order $\lambda^2$, and nothing in the tempting argument selects the value of $a_0$ that would. The functional $J$ does not depend on the choice at order $\lambda^2$. In the second choice the residual is in the lower row, with coefficient $c[\lambda b_0+(2-\gamma)a_0]\approx-\tfrac34\lambda$, and it meets $b_1+b_2M_1\approx-\tfrac\lambda4(1+\tfrac32)$, giving $+\tfrac{15}{32}\lambda^2$. The total change from the first overlap is $-\tfrac{36}{32}+\tfrac{15}{32}=-\tfrac{21}{32}$ in units of $\lambda^2$, which is the value of $\langle R|\chi\rangle$ found next for the first choice. The first choice is kept because its residual has norm of order $\lambda^2$, which makes the remainder easy to bound.

## The right solution

**Exact decomposition.** Assume $\gamma>\tfrac12$, that is $\lambda<\sqrt3/2$. Near the origin the solutions in a channel go as $r^{\pm\gamma_\kappa}$ with $\gamma_\kappa=\sqrt{\kappa^2-\lambda^2}$, as the $1/r$ terms show. The negative power is not square integrable when $\gamma_\kappa>\tfrac12$, so $H_\kappa$ needs no extra boundary condition, and a square-integrable pair with a square-integrable image lies in its domain. This holds for $\chi$, because $R\sim r^{\gamma-1}$ is square integrable for $\gamma>\tfrac12$. Applying $G$ to $S=(H-E_0)\chi+R$ gives $GS=\chi+GR$, and since $G$ is self-adjoint, $\langle S|G|R\rangle=\langle\chi|R\rangle+\langle R|G|R\rangle$. Hence, exactly,

$$\Delta_{-2}=\langle S|\chi\rangle+\langle R|\chi\rangle+\langle R|G|R\rangle .$$

The $\kappa=+1$ channel now has a closed form, and $\Delta_{-2}$ has an exact decomposition that restores the first-order term $\langle R|\chi\rangle$ missed by the tempting solution. It remains to evaluate that term, to prove that $E_0$ lies outside the spectrum of both channels, to bound $\langle R|G|R\rangle$, and to check the resulting polarizability in a finite basis.
